# Dispersive hole transit through an oxide of doubled thickness

## Problem

A radiation pulse creates holes in a thermally grown SiO\(_2\) film of thickness \(L\). A field \(F\) drives them toward one electrode by hops of length \(l\), so that \(N=L/l\gg1\) net forward hops are needed to cross the film. Adopt the following model.

- A hole leaves a site at rate \(w\), drawn afresh at each visit from the density
\[
g(w)=\frac{\alpha\,w^{\alpha-1}}{w_0^{\alpha}},\qquad 0<w<w_0,\quad 0<\alpha<1 .
\]
- The next hop is forward with probability \(p\) and backward with probability \(q=1-p\), where
\[
p=\frac{e^{x}}{2\cosh x},\qquad q=\frac{e^{-x}}{2\cosh x},\qquad x=\frac{eFl}{2k_BT}.
\]
- Holes do not interact, and \(F\) is uniform.

The net bias is \(b=p-q=\tanh x>0\). Let \(T_N\) be the time a hole starting at the far electrode takes to cross. Backward hops past the starting plane are allowed, an edge simplification of relative order \(1/N\).

(a) Show that the mean wait is infinite, and find the Laplace transform of the waiting-time density at small \(s\).

(b) Find the law of \(T_N\) for large \(N\). By what factor does its median change when \(L\) is doubled at fixed field and temperature, for \(\alpha=1/4\)? What would the factor be if the mean wait were finite?

(c) Explain the difference through the slowest site on the path.

(d) Check the result against two other measures: the mean displacement, and the uncollected fraction at a fixed late time. Then treat holes generated uniformly through the film.

(e) Evaluate the median for \(L=50\) and 100 nm, with \(F=1\) MV/cm, \(T=300\) K, \(l=1\) nm and \(w_0=10^{11}\) s\(^{-1}\). Estimate what the model leaves out, and find the factor when the gate voltage is held fixed instead of the field.

## Solution

### (a) The waiting law

At a given \(w\) the hole is still waiting after time \(t\) with probability \(e^{-wt}\). Averaging over the rates, with \(v=wt\),
\[
\Phi(t)=\int_0^{w_0}g(w)e^{-wt}\,dw
=\frac{\alpha}{(w_0t)^\alpha}\int_0^{w_0t}v^{\alpha-1}e^{-v}\,dv
\;\to\;\frac{\Gamma(1+\alpha)}{(w_0t)^\alpha}
\]
for \(w_0t\gg1\), since \(\alpha\Gamma(\alpha)=\Gamma(1+\alpha)\). The mean wait is \(\int_0^\infty\Phi\,dt\), which diverges for \(\alpha<1\). The mean of \(T_N\) is then infinite too, so a characteristic transit time must be defined in another way. The median will serve.

The waiting density is \(\psi=-d\Phi/dt\). Integration by parts with \(\Phi(0)=1\) gives \(\tilde\psi(s)=1-s\tilde\Phi(s)\), hence
\[
1-\tilde\psi(s)=\frac{\alpha s}{w_0^\alpha}\int_0^{w_0}\frac{w^{\alpha-1}}{s+w}\,dw .
\]
Extend the integral to infinity, where it equals \(\pi s^{\alpha-1}/\sin\pi\alpha\). The added piece contributes at most
\[
\frac{\alpha s}{w_0^\alpha}\int_{w_0}^{\infty}w^{\alpha-2}\,dw=\frac{\alpha}{1-\alpha}\,\frac{s}{w_0},
\]
which is of higher order in \(s\) than \(s^\alpha\). Therefore
\[
1-\tilde\psi(s)=(s\tau)^\alpha+O(s/w_0),\qquad (w_0\tau)^\alpha=\frac{\pi\alpha}{\sin\pi\alpha}. \tag{1}
\]

### (b) The transit time

Consider first the number \(M\) of hops needed to gain one site, and let \(\varphi(z)=\langle z^M\rangle\). A forward first hop finishes the task. After a backward one the hole must gain two sites, which are two independent repetitions of the same task. Thus
\[
\varphi=z\,(p+q\varphi^2).
\]
The root that vanishes at \(z=0\) is
\[
\varphi(z)=\frac{1-\sqrt{1-4pqz^2}}{2qz}=\frac{2pz}{1+\sqrt{1-4pqz^2}} .
\]
Put \(z=1-\varepsilon\). Because \(p+q=1\), we have \(1-4pq=b^2\) and \(1+b=2p\). To first order in \(\varepsilon\) the square root is \(b+4pq\varepsilon/b\), so
\[
\varphi\simeq\frac{2p(1-\varepsilon)}{2p+4pq\varepsilon/b}
\simeq1-\varepsilon\left(1+\frac{2q}{b}\right)
=1-\frac{\varepsilon}{b}, \tag{2}
\]
where the last step uses \(b+2q=p+q=1\).

A sum of \(M\) independent waits has transform \(\tilde\psi^M\). Averaging over \(M\) gives \(\varphi(\tilde\psi)\) for one site, and the \(N\) successive gains are independent:
\[
\langle e^{-sT_N}\rangle=\left[\varphi\big(\tilde\psi(s)\big)\right]^N .
\]
Measure time in the unit \(\tau(N/b)^{1/\alpha}\) by setting \(s=\sigma/[\tau(N/b)^{1/\alpha}]\). Then \((s\tau)^\alpha=b\sigma^\alpha/N\), and (1) and (2) give
\[
\left[\varphi(\tilde\psi)\right]^N\simeq\left(1-\frac{\sigma^\alpha}{N}\right)^N\to e^{-\sigma^\alpha}.
\]
The limit tends to 1 as \(\sigma\to0\), so it is the transform of a proper random variable \(S\), and
\[
T_N\simeq\tau\left(\frac{L}{l\,b}\right)^{1/\alpha}S,\qquad \langle e^{-\sigma S}\rangle=e^{-\sigma^\alpha}. \tag{3}
\]
The law of \(S\) contains no thickness. Fixed field and temperature fix \(\tau\), \(b\) and \(l\), so the median, like every other fixed quantile, grows as \(L^{1/\alpha}\):
\[
\frac{t_{50}(2L)}{t_{50}(L)}\to2^{1/\alpha}=2^4=16\qquad(\alpha=1/4).
\]

If the mean wait \(\bar t\) were finite, (1) would be replaced by \(1-\tilde\psi\simeq s\bar t\). With \(s=\sigma b/(N\bar t)\) the same steps give \(e^{-\sigma}\), the transform of a time fixed at 1. Then \(T_N\simeq N\bar t/b\), and doubling the thickness doubles the transit time.

The first term neglected in \(N\ln\varphi\) is of order \(N(\sigma^\alpha/N)^2=\sigma^{2\alpha}/N\). The \(O(s)\) term in (1) contributes \(N\cdot N^{-1/\alpha}=N^{-3}\) for \(\alpha=1/4\). The factor 16 is thus a thick-film limit, approached with corrections of order \(1/N\). Relative to the leading term \(\sigma^\alpha\) the correction is of order \(\sigma^\alpha/N\), so it is weaker at small \(\sigma\), which governs late arrivals.

**The median for \(\alpha=1/4\).** Let \(Z\) be a standard normal variable and \(A=1/(2Z^2)\). From \(\int_0^\infty e^{-az^2-c/z^2}dz=\tfrac12\sqrt{\pi/a}\,e^{-2\sqrt{ac}}\) with \(a=1/2\), \(c=\lambda/2\),
\[
\langle e^{-\lambda A}\rangle=\sqrt{\frac2\pi}\int_0^\infty e^{-z^2/2-\lambda/(2z^2)}\,dz=e^{-\sqrt\lambda}.
\]
Take two independent copies and form \(A_1A_2^2\). Averaging \(e^{-\sigma A_1A_2^2}\) over \(A_1\) gives \(e^{-\sqrt\sigma A_2}\), and averaging over \(A_2\) gives \(e^{-\sigma^{1/4}}\). Hence
\[
S=A_1A_2^2=\frac{1}{8Z_1^2Z_2^4}.
\]
The event \(S>t\) means \(|Z_1|<1/(\sqrt{8t}\,Z_2^2)\), so
\[
P(S>t)=\left\langle\operatorname{erf}\frac{1}{4\sqrt t\,Z_2^2}\right\rangle_{Z_2}.
\]
Setting this to \(1/2\) and solving numerically gives the median \(S_{50}=2.319\).

### (c) The slowest site

For \(N\) drawn rates, the probability that all exceed \(w\) is \([1-(w/w_0)^\alpha]^N\). At \(w=w_0N^{-1/\alpha}\) this is \((1-1/N)^N\simeq1/e\), so the slowest rate is typically of that size. For \(N=100\) it is \(10^{-8}w_0\), with a mean wait of \(10^8/w_0=1\) ms. A film twice as thick contains more sites, and its slowest one is also typically 16 times slower.

Such slow sites matter because a single wait takes most of the time. In a direct simulation of 40,000 holes crossing 100 sites, the longest single wait made up on average 82% of the transit time. The longest wait need not fall on the very slowest site, since waits at a given rate are random, but it grows in the same way: its typical size \(t\) follows from \(N\Phi(t)\sim1\), which gives \(t\propto N^{1/\alpha}\).

The argument needs the power law to persist to rates well below \(w_0N^{-4}\). The variable \(y=(w/w_0)^{1/4}\) is uniform on \((0,1)\). If there were no rates below \(10^{-8}w_0\), it would start at 0.01, and its smallest value would typically be near 0.03 for 50 sites and 0.02 for 100. The slowest rates would then differ by a factor of only about \((3/2)^4\simeq5\), not 16. When the simulation was repeated with no rates below \(10^{-3}w_0\), the longest wait took 21% on average, and the median grew by a factor of 2.09 from 50 to 100 sites. The mean wait is then finite, and the factor is near its large-\(N\) limit of 2.

### (d) Other measures

**Mean displacement.** In an unbounded film, the probability of at least \(n\) hops by time \(t\) has transform \(\tilde\psi^n/s\). Summing over \(n\ge1\) gives the mean hop number,
\[
\frac{\tilde\psi}{s(1-\tilde\psi)}\simeq\frac{1}{s^{1+\alpha}\tau^\alpha}
\quad\Rightarrow\quad
\langle n(t)\rangle\simeq\frac{(t/\tau)^\alpha}{\Gamma(1+\alpha)} .
\]
Each hop advances the hole by \(lb\) on average. Setting \(lb\langle n\rangle=L\) defines
\[
t_x=\tau\left[\Gamma(1+\alpha)\frac{L}{lb}\right]^{1/\alpha}.
\]
The prefactor differs from that of the median, but the thickness law is the same. In the thick-film limit this definition also gives 16.

**Late uncollected fraction.** For small \(s\) the transform of \(P(T_N>t)\) is
\[
\frac{1-\langle e^{-sT_N}\rangle}{s}\simeq\frac Nb\,\tau^\alpha s^{\alpha-1}
\quad\Rightarrow\quad
P(T_N>t)\simeq\frac{N}{b\,\Gamma(1-\alpha)}\left(\frac{\tau}{t}\right)^{\alpha}.
\]
At a fixed time so late that this fraction is small in both films, doubling \(L\) merely doubles it. The two factors agree: the fraction falls as \(t^{-1/4}\), so undoing a doubling takes \(2^4=16\) times as long.

**Uniform generation.** A hole created a distance \(uL\) from the collecting electrode has \(N\) replaced by \(uN\). In the thick-film limit
\[
T=\tau\left(\frac{L}{lb}\right)^{1/\alpha}u^{1/\alpha}S,
\]
with \(u\) uniform on \((0,1)\). The law of \(u^{1/\alpha}S\) is again free of \(L\), so the time to collect half the holes also has the limiting factor 16.

### (e) Numbers and limits

At 1 MV/cm a 1 nm hop gains 0.1 eV, and \(k_BT=0.02585\) eV. Hence
\[
x=\frac{0.1}{2(0.02585)}=1.934,\qquad b=\tanh x=0.959 .
\]
From (1), \(w_0\tau=1.522\), so \(\tau=1.522\times10^{-11}\) s. For 50 nm, (3) gives
\[
t_{50}=(1.522\times10^{-11}\,\text{s})\left(\frac{50}{0.9591}\right)^4(2.319)=2.61\times10^{-4}\ \text{s},
\]
and 16 times this, 4.17 ms, for 100 nm.

Inverting the full transform \([\varphi(\tilde\psi)]^N\) numerically includes the finite number of sites. The medians become 0.267 and 4.22 ms, with ratio 15.82. From 800 to 1600 sites the ratio is 15.99, as expected for a correction that fades with \(N\). For the two example films the 10% arrival times have ratio 15.35 and the 90% times 15.98, so the later quantile is indeed nearer the limit. The spread is large: in the thin film these times are 3.2 µs and 0.42 s.

The simulated holes gave a median ratio of 16.7. Its sampling error can be estimated. Between the 10% and 50% times of the thin film, 40% of arrivals fall in an interval \(\ln(267/3.21)=4.4\) of \(\ln t\), a density of about 0.09. The standard error of a fraction near one half is \(0.5/\sqrt{40000}=0.0025\), or about 3% in each median and 4% in their ratio. The 6% difference from 15.82 is about 1.4 such errors.

For uniform generation, with holes started 1 to \(N\) hops from the collecting electrode, half are collected after 11.4 µs and 169 µs, a ratio of 14.8. It rises to 15.9 between 800 and 1600 sites. At these thicknesses the departure from 16 depends on where the sites are placed: starting the holes 0 to \(N-1\) hops away gives 9.3 µs and 153 µs, a ratio of 16.4.

**Fixed gate voltage.** Doubling \(L\) now halves \(F\), and hence \(x\). Suppose the forward and backward rates vary as \(e^{\pm x}\), so that \(w_0\propto\cosh x\), while \(\alpha\) and \(l\) stay fixed. Then \(t_{50}\propto L^4/(\cosh x\,\tanh^4x)\), and
\[
\frac{t_{50}(2L,F/2)}{t_{50}(L,F)}
=16\,\frac{\cosh x}{\cosh(x/2)}\left[\frac{\tanh x}{\tanh(x/2)}\right]^4\simeq102 .
\]
With the finite number of sites it is about 100. The factor 16 therefore belongs to a comparison at equal field.

The value 102 also depends on drawing a new rate at every visit. Suppose instead that each site keeps its rate. A hole leaves a site for good with probability \(p(1-q/p)=b\), so it makes \(k\) visits with probability \(b(1-b)^{k-1}\). Its total stay there is \(G/w\), where \(G\) is a sum of \(k\) unit exponential variables. At long times the chance that the stay exceeds \(t\) is \(\langle G^\alpha\rangle/(w_0t)^\alpha\), and averaging over \(k\) gives
\[
\langle G^\alpha\rangle=\sum_{k\ge1}b(1-b)^{k-1}\frac{\Gamma(k+\alpha)}{\Gamma(k)}=\Gamma(1+\alpha)\,b^{-\alpha}.
\]
Thus \(N/b\) in (3) is replaced by \(Nb^{-\alpha}\), and \(t_{50}\propto L^4/(\cosh x\tanh x)=L^4/\sinh x\). At equal field the factor is still 16, but at fixed gate voltage it becomes \(16\sinh x/\sinh(x/2)\simeq48\). The fixed-voltage factor is therefore much more sensitive to the model than the fixed-field one.

**Comparison with real oxides.** An \(\alpha\) near 0.25, nanometre hops and fields near 1 MV/cm are rough values for thermally grown SiO\(_2\). The chosen \(w_0\) sets the absolute times and cancels from the fixed-field ratio. The value of \(\alpha\) does not cancel: since \(\ln(\text{ratio})=(\ln2)/\alpha\), a change of 0.01 in \(\alpha\) shifts the factor by about \((\ln2)(0.01)/\alpha^2=11\%\).

One neglected effect is neutralization by electrons tunnelling from the electrodes. With a rough barrier \(U=3.1\) eV, mass \(0.42\,m_e\) and attempt rate \(\nu=10^{13}\) s\(^{-1}\), the decay constant is \(\kappa=\sqrt{2mU}/\hbar=5.85\) nm\(^{-1}\). The cleared depth \(\ln(\nu t_{50})/(2\kappa)\) is 1.86 nm in the thin film and 2.09 nm in the thick one. A hole inside these layers is neutralized only if its wait outlasts the tunnelling time at its depth. At 1 nm the tunnelling rate is \(k=\nu e^{-2\kappa(1\,\text{nm})}\simeq8\times10^{7}\) s\(^{-1}\), and by (1) the chance per visit is about \((k\tau)^\alpha\simeq0.19\), so most holes hop on. What the layers remove are the long waits that set the transit time, so the surviving holes in effect have a shorter path to cross. If only the path is shortened, by one such layer at each electrode, the scaling estimate becomes
\[
\left(\frac{100-4.18}{50-3.72}\right)^4\simeq18.4,
\]
about 15% above 16. Each layer is only about two hops deep, so this figure is rough and depends on where the sites lie relative to the electrodes. This leaves out the neutralized holes themselves. They count too if one asks when half of the holes are gone from the film; the factor for that time is not evaluated here. In gate oxides a few nanometres thick these layers fill much of the film and \(N\gg1\) fails, so the law should not be applied there.

Space charge depends on dose. At 1 krad, with half the pairs escaping recombination, the initial hole density is about \(4\times10^{15}\) cm\(^{-3}\), and the field varies by 0.019 MV/cm across 100 nm. Lowering the field by that amount everywhere would lengthen the transit by 5% if \(w_0\propto\cosh x\) as assumed above, and by about 1% if \(w_0\) did not depend on the field. The variation is proportional to dose, so at 100 krad it would exceed the applied field and the uniform-field model would fail.

If all rates share a rough activation energy of 0.5 eV, a film 1 K warmer than its partner has hop rates 7% higher, which is why the temperatures must match. Read as a simple activated rate, \(w_0=10^{11}\) s\(^{-1}\) with this energy would need an attempt frequency of about \(2.5\times10^{19}\) s\(^{-1}\), far above lattice frequencies, so \(w_0\) here only sets the time scale and the absolute times are illustrative. The field is roughly a tenth of the breakdown field, and the Fowler–Nordheim exponent for electron injection is about \(-242\), so injection is negligible. Deep hole trapping near the silicon interface is not included: the result concerns transport to the interface, not the charge that may remain there.

The remaining values are listed in the numerical output.

## Table of computed values

```
alpha = 0.25
thicknesses = 50, 100 nm
hop advance = 1.0 nm; sites = 50, 100
field = 1.0 MV/cm; T = 300 K
largest escape rate w0 = 1.0e+11 1/s
kT = 0.02585 eV; x = 1.9341; bias = 0.9591
w0*tau = 1.5220; tau = 1.522e-11 s
median of S = 2.3194
limit-law median, thin = 2.608e-04 s
limit-law median, thick = 4.173e-03 s
finite-N median, thin = 2.667e-04 s
finite-N median, thick = 4.220e-03 s
finite-N median ratio = 15.821
median ratio, 800 to 1600 sites = 15.989
10% times = 3.211e-06, 4.928e-05 s
10% time ratio = 15.349
90% times = 4.189e-01, 6.692e+00 s
90% time ratio = 15.975
alpha=0.5 ratio, 800 to 1600 sites = 4.000
simulated median ratio = 16.70
simulated holes per thickness = 40000
mean longest-wait share, thick = 0.822
rate floor / w0 = 1.0e-03
median ratio with rate floor = 2.091
longest-wait share with floor = 0.214
mean-displacement time, thin = 7.589e-05 s
mean-displacement time, thick = 1.214e-03 s
simulated mean hops + 1 = 26.59
asymptotic mean hops = 26.41
late-time uncollected ratio = 1.9997
uniform half-times = 1.142e-05, 1.693e-04 s
uniform half-time ratio = 14.822
uniform ratio, 800 to 1600 sites = 15.922
typical slowest rate/w0, thick = 1.00e-08
fixed-voltage ratio, limit law = 101.8
fixed-voltage ratio, finite N = 99.7
rough barrier = 3.1 eV; mass = 0.42 m_e
rough tunnel attempt rate = 1.0e+13 1/s
tunnel decay constant = 5.846 1/nm
tunnel depths = 1.86, 2.09 nm
ratio with both tunnel layers removed = 18.36
Fowler-Nordheim exponent = -241.6
dose = 1.0 krad; hole yield = 0.5
pair energy = 17 eV; density = 2.2 g/cm3
relative permittivity = 3.9
initial hole density = 4.039e+15 1/cm3
space-charge field span, thick = 0.0187 MV/cm
time shift for that field drop = 4.84 %
rough activation energy = 0.5 eV
rate change for 1 K warming = 6.64 %
```
